# Unheated resistance from the first and third harmonic voltages, part 2

A current \(I=I_0\sin\theta\), \(\theta=\omega t\), heats a resistor. We want its unheated resistance \(R_0\), the value at the base temperature, which it would have with no current in it. The voltage has signed sine coefficients \(V_n\) at \(n\omega\). If the resistance follows \(R=R_0(1+bI^2)\) without delay, the harmonic rule is exact:

\[
R_0=\frac{V_1+3V_3}{I_0}.
\]

Here \(b=\alpha R_{\rm th}R_0\), with temperature coefficient \(\alpha\) and thermal resistance \(R_{\rm th}\). A power \(P\) raises the temperature by \(\Delta T=R_{\rm th}P\). The peak power is \(P_0=R_0I_0^2\), and \(a=bI_0^2\) is the relative rise of the resistance at the current peak. Errors are relative to \(R_0\), in parts per million (ppm); \(V_1\) alone has the error \(3a/4\).

The sum \(V_1+3V_3\) is the slope \(dV/d\theta\) at the zero of the current, if higher harmonics are absent. Feedback of the heated resistance on its own power adds such harmonics. With \(s=\sin\theta\),

\[
\frac{V}{R_0I_0}=\frac{s}{1-as^2}=s+as^3+a^2s^5+a^3s^7+\dots
\]

\[
\frac{V_1+3V_3}{R_0I_0}=1-\frac{5a^2}{16}+O(a^3).
\]

Adding \(5V_5\) removes the second order.

Thermal lag is described by the impedance \(Z(2\omega)=Z'-iZ''\): a power \(\cos2\omega t\) causes the temperature \({\rm Re}[Z(2\omega)e^{2i\omega t}]\), averaged along the line. Without feedback,

\[
\frac{V_1+3V_3}{R_0I_0}=1+\frac{\alpha P_0}{2}\left[Z(0)-Z'(2\omega)\right].
\]

For a single time constant \(\tau\), with \(x=2\omega\tau\), the error is \(\frac a2\,\frac{x^2}{1+x^2}\), or \(ax^2/2\) for small \(x\).

The example is a copper line on oxidized silicon, 100 µm long, 1000 nm wide and 200 nm thick, with resistivity 2.2 µΩ cm, \(\alpha=0.0030\) K⁻¹ and \(R_{\rm th}=2500\) K/W. These are rough values chosen for the example. They give \(R_0=11\) Ω and \(b=82.5\) A⁻². At \(I_0=10\) mA, \(P_0=1.10\) mW, \(a=0.00825\), the peak temperature rise is 2.75 K and the feedback error is −21.5 ppm.

In the copper line at 37 Hz, the lag has contributions from very different places. For the line and its oxide, the heat capacity of the line times \(R_{\rm th}\), plus the diffusion time through 500 nm of oxide, gives an estimated \(\tau=0.46\) µs. Hence \(x=4\pi\times37\times0.46\times10^{-6}\approx2\times10^{-4}\), and the error \(ax^2/2\) is about \(2\times10^{-4}\) ppm. The estimate is on the high side, because the heat capacity distributed through the oxide counts with only about a third of its diffusion time, which brings \(\tau\) to about 0.26 µs and the error to about \(6\times10^{-5}\) ppm. This part of the heating is instantaneous for the purpose at hand.

The silicon below responds more slowly, because heat spreads in it over ever larger distances. Treat it as a half-space with conductivity \(\kappa=148\) W/(m K) and diffusivity \(D=0.88\) cm²/s. A temperature proportional to \(e^{2i\omega t}\) obeys \(D\nabla^2T=2i\omega T\). For a point source at the surface the solution that decays with distance \(r\) is, per unit power,

\[
T(r)=\frac{e^{-(1+i)qr}}{2\pi\kappa r},\qquad q=\sqrt{\frac{\omega}{D}} .
\]

It satisfies the equation because \(\nabla^2T=(rT)''/r=(1+i)^2q^2T\) and \((1+i)^2q^2=2iq^2=2i\omega/D\). The prefactor is right because the heat flow through a small hemisphere, \(-2\pi r^2\kappa\,dT/dr\), tends to 1 as \(r\to0\). At zero frequency the exponential is 1. The part of the thermal resistance that fails to follow is then

\[
\frac{1-e^{-qr}\cos qr}{2\pi\kappa r}
=\frac{q}{2\pi\kappa}\left[1-\frac{(qr)^2}{3}+\dots\right],
\]

where the expansion \(e^{-z}\cos z=1-z+z^3/3+\dots\) has been used.

For distances well below \(1/q\) this is the same for all pairs of points on the line, so the leading value holds for the line as a whole. Here \(\omega=2\pi\times37\) s⁻¹ gives \(q=1.63\times10^3\) m⁻¹ and

\[
Z(0)-Z'=\frac{q}{2\pi\kappa}=1.75\ {\rm K/W}.
\]

The next term needs the mean of \(r^2\) over pairs of points on a line of length \(L\). Separations \(r\) occur with the density \(2(L-r)/L^2\), so the mean is \(L^2/6\) and the relative correction is \(-(qL)^2/18\approx-0.15\) %. A numerical average over the line gives 1.745 K/W against the leading value of 1.748 K/W, as this correction requires. The resulting error is \(\tfrac12\times0.0030\times0.00110\times1.75\), or 2.9 ppm.

In a half-space this contribution grows as \(\sqrt\omega\) as long as \(qL\) is small. With the other parameters fixed, it would reach 10 ppm near \(37\times(10/2.88)^2\approx450\) Hz. In this example the silicon, and not the oxide, sets the upper limit on the frequency. The half-space is itself an idealization, since \(1/q\approx0.6\) mm at 37 Hz is comparable with the thickness of a common wafer. Heat then reaches the back of the wafer, and the lag depends on the contact there: it is smaller than the half-space value if the back is held at a fixed temperature, and larger if the contact is poor. For a real wafer the error can therefore be several times smaller or larger than 2.9 ppm. For a wafer 525 µm thick it is about 0.5 ppm with the back at fixed temperature and about 6 ppm with a contact conductance of \(10^4\) W/(m² K), and the frequency for 10 ppm moves to roughly 700 Hz and 200 Hz. The excess caused by a poor contact overlaps with the slow heating treated next and should not be counted twice.

Beyond the silicon lies the contact of the wafer with its chuck, which may warm over seconds or minutes. An assumed extra thermal resistance of 10 K/W that is completely averaged has \(Z'=0\), and it contributes \(\tfrac12\times0.0030\times0.00110\times10\), or 16.5 ppm. Lowering the frequency helps little until the period is much longer than the response time \(\tau\) of the chuck. For a single time constant, half of this error is still left at a period of \(4\pi\tau\).

A change of current can reveal this error. Slow heating leaves a relative error proportional to \(P_0\), hence to \(I_0^2\), whereas a sound measurement gives the same \((V_1+3V_3)/I_0\) at every current. The test does not identify the cause by itself. A third harmonic of the current source, treated below, passes it almost unseen if its relative size is fixed, and it imitates slow heating if its relative size grows as \(I_0^2\). The feedback of the resistance on its own heating, derived in the first half, must be removed first by adding \(5V_5\). In the example it amounts to −21.5 ppm at 10 mA and nearly cancels the +19.4 ppm from silicon and chuck together. At half the current the lag error falls to a quarter and the feedback error to about a sixteenth, so the cancellation is lost.

The current source may contain a third harmonic of its own. Let the current be \(I_0(\sin\theta+h\sin3\theta)\) with small signed \(h\). Ohm's law passes the extra term on to \(V_3\), where the weight 3 turns it into a relative error of \(3h\). Heating adds a smaller piece. To first order in \(h\) the cubic term of the voltage changes by

\[
3ah\sin^2\theta\sin3\theta=3ah\left[\frac{\sin3\theta}{2}-\frac{\sin5\theta+\sin\theta}{4}\right],
\]

which contributes \(3ah(-\tfrac14+\tfrac32)=\tfrac{15}{4}ah\) to the weighted sum. For \(h=10\) ppm the total is \(30+0.3=30.3\) ppm, the largest of the errors of method considered here.

The slope picture suggests the remedy. The slope of this current at its zero is proportional to \(I_1+3I_3\), where \(I_1=I_0\) and \(I_3=hI_0\). If the current is measured as well, for instance as the voltage across a stable series resistor, the quotient

\[
R_0\approx\frac{V_1+3V_3}{I_1+3I_3}
\]

removes the term \(3h\) to first order and leaves the small piece \(\tfrac{15}{4}ah\).

The correction has a price in noise. If the readings of \(V_1\) and \(V_3\) carry independent noise of the same standard deviation \(\sigma\), the variance of the sum is \(\sigma^2+9\sigma^2\), and its standard deviation is \(\sqrt{10}\,\sigma\approx3.16\,\sigma\). A simulation with 20 000 records of white noise gave the factor 3.17. One alternative is to read \(V_1\) alone at a lower current. Its heating error of 6188 ppm falls as \(I_0^2\), so reducing it to the 71 ppm found below requires a current smaller by \(\sqrt{6188/71}\approx9.3\). At fixed voltage noise and averaging time, the relative noise would grow by the same factor of 9.3. For this line and this target the harmonic rule is the quieter of the two. A third way is to measure \(V_1/I\) at the current amplitudes \(I_0/2\) and \(I_0\) and to extrapolate linearly in the square of the amplitude to zero current. This takes four thirds of the first reading minus one third of the second. With eight ninths of the same total time spent at the lower current, the noise factor is \(\sqrt{8+1}=3\), about the same as for the harmonic rule. The rule has the advantage of needing only one current. The extrapolation in return also removes lag and slow heating to leading order, because their effect on \(V_1/I\) is proportional to the square of the current, provided that the temperatures have settled at each amplitude. It is free of the source term \(3h\) as well, since Ohm's law passes that term to \(V_3\) only. With feedback \(V_1/(R_0I_0)=1+\tfrac34a+\tfrac58a^2+\dots\), so the extrapolation leaves \(\tfrac58a^2\left(\tfrac43\cdot\tfrac1{16}-\tfrac13\right)=-\tfrac{5a^2}{32}\), about −11 ppm for the copper line.

The line does not heat uniformly, because its ends are cooled by the wide metal to which they connect. Let \(A\) be the cross-section and \(\kappa_m\) the conductivity of the metal. Heat conducted along the line, heat lost to the substrate and uniform heating balance as

\[
\kappa_mA\,\frac{d^2\Delta T}{dz^2}-\frac{\Delta T}{R_{\rm th}L}+\frac PL=0 .
\]

Multiplication by \(R_{\rm th}L\) gives \(\lambda^2\Delta T''-\Delta T+R_{\rm th}P=0\) with the healing length \(\lambda=\sqrt{\kappa_mAR_{\rm th}L}\). With \(z\) measured from the middle and both ends at the base temperature, the solution and its mean are

\[
\Delta T=R_{\rm th}P\left[1-\frac{\cosh(z/\lambda)}{\cosh(L/2\lambda)}\right],
\]

\[
\overline{\Delta T}=R_{\rm th}P\left[1-\frac{2\lambda}{L}\tanh\frac{L}{2\lambda}\right].
\]

The Wiedemann–Franz law, which ties the heat conductivity of a metal to its electrical one, gives \(\kappa_m=\tfrac{\pi^2}{3}(k_B/e)^2\,T/\rho=333\) W/(m K) at the base temperature \(T=300\) K. Then \(\lambda=4.1\) µm, and the mean heating is 8.2 % lower than for a uniform line. The temperature is still proportional to \(I^2\) at every point, so \(b\) changes by this amount while the rule for \(R_0\) stands.

A current density of 5 MA/cm² also raises the question whether the metal stays in place. The electron flow pushes the atoms with a force \(Z^*e\rho j\), where \(Z^*\) is an effective charge number, \(\rho\) the resistivity and \(j\) the current density. Atoms with diffusivity \(D_a\) then drift at the speed \(v=D_aZ^*e\rho j/k_BT\). Take \(D_a=D_0e^{-E/k_BT}\) with the rough values \(D_0=0.1\) cm²/s, \(E=0.9\) eV and \(Z^*=5\). A direct current held at the peak density for one hour, with the line at \(300+2.75\) K, would move the atoms by about 0.008 nm. Lowering the barrier by 0.1 eV would multiply this by about 46, which still gives less than 1 nm.

Beside real interconnects, the line is wide and its resistivity is moderately above that of bulk copper, roughly 1.7 µΩ cm. Much narrower lines have a higher resistivity and a smaller temperature coefficient. The current density is high for normal operation and closer to that of a stress test. The chosen \(R_{\rm th}\) lies below the roughly 3600 K/W of purely vertical flow through oxide of conductivity 1.4 W/(m K), because heat also spreads sideways. Real lines break the assumption that all heating is instantaneous, and for the values assumed here this moves the result by about +19 ppm. They also break the assumption that the power is \(R_0I^2\), and this feedback moves the result by about −21.5 ppm if the line heats uniformly, and by about −18.9 ppm if its ends are cold. A change of the heat conductivities with temperature, which is left out here, would enter at the same order as this feedback. The magnitudes of the errors of method computed here, from feedback, lag, slow heating and source distortion, add up to 71 ppm, against 6188 ppm for the first harmonic alone.

A drift of the stage by 0.1 K changes the resistance by \(0.0030\times0.1\), or 300 ppm. This is more than all those errors together, but it is a true change of \(R_0\), which the rule reports faithfully. An unheated resistance is therefore complete only with the base temperature at which it was measured. The values used here are collected in the numerical output.

## Values computed for the example and the checks

```
line length                    100 um
line width                     1000 nm
line thickness                 200 nm
resistivity                    2.2 uOhm cm
temperature coefficient alpha  0.0030 1/K
thermal resistance Rth         2500 K/W
oxide thickness                500 nm
oxide conductivity             1.4 W/(m K)
1D oxide estimate of Rth       3571 K/W
base temperature               300 K
current amplitude I0           10.0 mA
frequency                      37 Hz
peak current density           5.00 MA/cm2
unheated resistance R0         11.0000 Ohm
heating coefficient b          82.50 1/A^2
peak power P0                  1.100 mW
peak temperature rise          2.750 K
a = b I0^2                     0.008250
R0 I0                          110.0000 mV
V1                             110.6806 mV
V3 (signed)                    -0.2269 mV
V1 + 3 V3                      110.0000 mV
V1/I0                          11.0681 Ohm
(V1 + 3 V3)/I0                 11.0000 Ohm
(V1 + 3 |V3|)/I0, wrong sign   11.1361 Ohm
error of V1/I0                 6187.5 ppm
error: feedback                -21.52 ppm
same with 5 V5 added           0.062 ppm
line and oxide time constant   0.458 us
error: line and oxide lag      1.9e-04 ppm
silicon conductivity           148 W/(m K)
silicon diffusivity            0.88 cm2/s
silicon lag Z(0)-Re Z(2w)      1.748 K/W
same, averaged over the line   1.745 K/W
error: silicon lag             2.88 ppm
slow wafer/chuck resistance    10 K/W
error: slow heating            16.50 ppm
source third harmonic h        10 ppm
error: source distortion       30.31 ppm
sum of error magnitudes        71.2 ppm
stage drift                    0.1 K
change of R0 by stage drift    300 ppm
copper conductivity (W-Franz)  333 W/(m K)
thermal healing length         4.08 um
reduction of b by cold ends    8.2 %
noise factor, simulated        3.167
noise factor, sqrt(10)         3.162
electromigration prefactor     0.10 cm2/s
electromigration barrier       0.9 eV
electromigration charge number 5
atom drift in 1 h, dc at peak  7.9e-03 nm
```
